# Flux Conservation and Equilibrium Selection in a Parallel Memristor Circuit: test program

```python
# Result under test: for an inductor L, a capacitor C and an ideal
# flux-controlled memristor in parallel, L*i - phi is conserved, so the
# circuit can come to rest only at phi_star = phi(0) - L*i(0).
# With a bounded positive memductance W(phi) it always does so.
# Symbols: v common voltage, i inductor current, phi memristor flux,
# q(phi) memristor charge, W = dq/dphi.
# Consistent units: V, mA, ns, V ns, uH, pF, mS, kOhm, pC, mW, pJ.
import numpy as np
from scipy.constants import k as boltzmann
from scipy.integrate import solve_ivp
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq

L, C = 100.0, 100.0
W_OFF, W_ON, PHI_S = 0.05, 1.0, 30.0


def memductance(phi):
    return W_OFF + 0.5 * (W_ON - W_OFF) * (1 + np.tanh(phi / PHI_S))


def charge(phi):
    u = abs(phi / PHI_S)
    log_cosh = u + np.log1p(np.exp(-2 * u)) - np.log(2)
    return W_OFF * phi + 0.5 * (W_ON - W_OFF) * (phi + PHI_S * log_cosh)


def derivatives(state, law=memductance, coil=0.0, lead=0.0, emf=0.0,
                source=0.0, rate=None):
    v, i, phi = state[:3]
    w = law(phi)
    v_mem = v / (1 + w * lead)
    i_mem = w * v_mem
    dphi = v_mem if rate is None else rate(v_mem)
    return [(source - i - i_mem) / C, (v - emf - coil * i) / L,
            dphi, i_mem * v_mem]


def run(start, t_end=60000.0, **options):
    times = np.linspace(0, t_end, int(t_end / 5) + 1)
    sol = solve_ivp(lambda t, y: derivatives(y, **options), (0, t_end),
                    list(start) + [0.0], method="DOP853", t_eval=times,
                    rtol=1e-10, atol=1e-11)
    assert sol.success
    return sol.t, sol.y


# Main example: same current and flux, three capacitor voltages
phi0, i0 = -60.0, -1.0
phi_star = phi0 - L * i0
voltages = [0.0, 0.5, -0.5]
eps = W_OFF / (2 * C + L * W_ON**2)
delta = eps * np.sqrt(L * C)
ideal_ends = []
for v0 in voltages:
    t, y = run((v0, i0, phi0))
    ideal_ends.append(y[2, -1])
    assert abs(y[2, -1] - phi_star) < 1e-5
    assert abs(y[0, -1]) < 1e-6 and abs(y[1, -1]) < 1e-6
    energy = 0.5 * C * y[0]**2 + 0.5 * (y[2] - phi_star)**2 / L
    bound = ((1 + delta) / (1 - delta) * energy[0]
             * np.exp(-eps * t / (1 + delta)))
    assert np.all(energy <= bound)
    stored = 0.5 * C * v0**2 + 0.5 * L * i0**2
    assert abs(y[3, -1] - stored) < 1e-5
    if v0 == 0.0:
        main, main_stored = y, stored

# Reset with the opposite current
reset_target = phi_star - L * 1.0
reset_end = run((0.0, 1.0, phi_star))[1][2, -1]
assert abs(reset_end - reset_target) < 1e-4

# Separate road: memristor charge is the state, flux found by inversion
guess = [phi0]


def flux_from_charge(q):
    phi = guess[0]
    for _ in range(60):
        step = (charge(phi) - q) / memductance(phi)
        phi -= step
        if abs(step) < 1e-11:
            break
    else:
        raise RuntimeError("flux inversion did not converge")
    guess[0] = phi
    return phi


def charge_state_rhs(t, s):
    v, i, q = s
    i_mem = memductance(flux_from_charge(q)) * v
    return [(-i - i_mem) / C, v / L, i_mem]


sol_q = solve_ivp(charge_state_rhs, (0, 15000), [0.0, i0, charge(phi0)],
                  method="DOP853", t_eval=np.linspace(0, 15000, 301),
                  rtol=1e-10, atol=1e-11)
assert sol_q.success
flux_q = np.array([flux_from_charge(q) for q in sol_q.y[2]])
difference = L * sol_q.y[1] - flux_q
drift = np.max(np.abs(difference + phi_star))
swing = np.ptp(flux_q)
assert drift < 1e-5 and swing > 50

# Eigenvalues from a finite-difference Jacobian of the full circuit
rest = np.array([0.0, 0.0, phi_star])
jac = np.zeros((3, 3))
for n in range(3):
    h = np.zeros(3)
    h[n] = 1e-3
    jac[:, n] = (np.array(derivatives(rest + h)[:3])
                 - np.array(derivatives(rest - h)[:3])) / 2e-3
eigenvalues = np.linalg.eigvals(jac)
w_star = memductance(phi_star)
root = np.sqrt(complex((w_star / (2 * C))**2 - 1 / (L * C)))
pair = [-w_star / (2 * C) + root, -w_star / (2 * C) - root]
for expected in [0.0] + pair:
    assert np.min(np.abs(eigenvalues - expected)) < 1e-8

# Source pulses: emf in the coil branch, or current across the tank
pulse_time, emf, pulse_current = 200.0, -0.5, 1.0
after = run(rest, pulse_time, emf=emf)[1][:3, -1]
emf_end = run(after)[1][2, -1]
assert abs(emf_end - (phi_star + emf * pulse_time)) < 1e-4
after = run(rest, pulse_time, source=pulse_current)[1][:3, -1]
pulse_excursion = after[2] - phi_star
current_end = run(after)[1][2, -1]
assert abs(pulse_excursion) > 1 and abs(current_end - phi_star) < 1e-4

# Locally active memristor: selection without arrival
g, phi_a = 0.1, 30.0


def active(phi):
    return -g * (1 - (phi / phi_a)**2)


ya = run((0.0, 0.1, 10.0), law=active)[1]
amplitude = np.max(np.abs(ya[2, -1000:]))
assert abs(amplitude / (2 * phi_a) - 1) < 0.01
active_end = run((0.0, 0.1, 70.0), law=active)[1][2, -1]
assert active(60.0) > 0 and abs(active_end - 60.0) < 1e-4

# Parasitic resistances: changed invariant predicts the end point
coil, lead = 0.005, 0.05


def parasitic_end(r_coil, r_lead):
    total = r_coil + r_lead
    start = phi0 - L * i0 + total * charge(phi0)
    return brentq(lambda p: p + total * charge(p) - start, -300, 300)


shifts = []
for rc, rl in [(coil, 0.0), (0.0, lead), (coil, lead)]:
    simulated = run((0.0, i0, phi0), coil=rc, lead=rl)[1][2, -1]
    assert abs(simulated - parasitic_end(rc, rl)) < 1e-4
    assert abs(simulated - phi_star) > 0.01
    shifts.append(simulated - phi_star)

# Exponential switching kinetics, equal to the ideal rate at 1 V
v_scale = 0.25


def kinetic_rate(v):
    return np.sinh(v / v_scale) / np.sinh(1 / v_scale)


kinetic_ends = [run((v0, i0, phi0), rate=kinetic_rate)[1][2, -1]
                for v0 in voltages]
assert np.ptp(kinetic_ends) > 1 and np.ptp(ideal_ends) < 1e-4

# Heating and thermal noise
peak_power = np.max(memductance(main[2]) * main[0]**2)
thermal_resistance = 1000.0
temperature = 300.0
noise = np.sqrt(L * 1e-6 * boltzmann * temperature) * 1e9
drift_matrix = np.array([[-w_star / C, -1 / (L * C)], [1.0, 0.0]])
diffusion = np.diag([2 * w_star / C**2, 0.0])
cov = solve_continuous_lyapunov(drift_matrix, -diffusion)
assert abs(cov[1, 1] / L - 1) < 1e-8

print(f"Inductance {L:.0f} uH, capacitance {C:.0f} pF")
print(f"Memductance limits {W_OFF:.2f} and {W_ON:.2f} mS")
print(f"Flux width of the conductance step {PHI_S:.0f} V ns")
print(f"Tank impedance sqrt(L/C) {np.sqrt(L / C):.3f} kOhm")
print(f"Undamped period {2 * np.pi * np.sqrt(L * C):.1f} ns")
print(f"Start: current {i0:.1f} mA, flux {phi0:.1f} V ns")
print(f"Initial inductor flux {L * i0:.1f} V ns")
print(f"Conserved difference {L * i0 - phi0:.1f} V ns")
print(f"Selected flux, formula {phi_star:.4f} V ns")
for v0, a, b in zip(voltages, ideal_ends, kinetic_ends):
    print(f"v(0) {v0:+.1f} V: end flux ideal {a:.4f}, "
          f"exponential kinetics {b:.2f} V ns")
print(f"Voltage scale of exponential kinetics {v_scale:.2f} V")
print(f"Largest flux on the way, v(0)=0: {main[2].max():.2f} V ns")
print(f"Largest voltage, v(0)=0: {np.abs(main[0]).max():.3f} V")
print(f"Memductance at start {memductance(phi0):.4f} mS")
print(f"Memductance at selected point {w_star:.4f} mS")
print(f"Resistance at start {1 / memductance(phi0):.2f} kOhm")
print(f"Resistance at selected point {1 / w_star:.3f} kOhm")
print(f"Memristor charge change {charge(phi_star) - charge(phi0):.3f} pC")
print(f"Stored energy, v(0)=0: {main_stored:.3f} pJ")
print(f"Dissipated energy, v(0)=0: {main[3, -1]:.3f} pJ")
print(f"Charge-state run: flux swing {swing:.2f} V ns")
print(f"Charge-state run: drift of difference {drift:.1e} V ns")
print(f"Bound: epsilon {eps:.3e} per ns, delta {delta:.4f}")
print(f"Eigenvalue real part {pair[0].real:.6f} per ns")
print(f"Eigenvalue imaginary part {abs(pair[0].imag):.6f} rad/ns")
print(f"Amplitude decay time {-1 / pair[0].real:.1f} ns")
print(f"Reset by +1.0 mA: end flux {reset_end:.4f} V ns")
print(f"Emf pulse {emf:.1f} V for {pulse_time:.0f} ns: "
      f"end flux {emf_end:.4f} V ns")
print(f"Current pulse {pulse_current:.1f} mA for {pulse_time:.0f} ns: "
      f"flux change at pulse end {pulse_excursion:.2f} V ns")
print(f"Current pulse: final flux {current_end:.4f} V ns")
print(f"Active case: g {g:.1f} mS, phi_a {phi_a:.0f} V ns")
print(f"Active, selected 0 V ns: amplitude {amplitude:.2f} V ns")
print(f"Active, selected 60 V ns: end flux {active_end:.4f} V ns")
print(f"Coil {1000 * coil:.0f} Ohm: end-flux shift {shifts[0]:.3f} V ns")
print(f"Lead {1000 * lead:.0f} Ohm: end-flux shift {shifts[1]:.3f} V ns")
print(f"Coil and lead together: shift {shifts[2]:.3f} V ns")
print(f"Peak memristor power, v(0)=0: {peak_power:.3f} mW")
print(f"Rough thermal resistance {thermal_resistance:.0f} K/mW")
print(f"Steady heating at peak power "
      f"{peak_power * thermal_resistance:.0f} K")
print(f"Thermal flux spread at {temperature:.0f} K: {noise:.2e} V ns")
print("PASS")
```

Printed output:

```
Inductance 100 uH, capacitance 100 pF
Memductance limits 0.05 and 1.00 mS
Flux width of the conductance step 30 V ns
Tank impedance sqrt(L/C) 1.000 kOhm
Undamped period 628.3 ns
Start: current -1.0 mA, flux -60.0 V ns
Initial inductor flux -100.0 V ns
Conserved difference -40.0 V ns
Selected flux, formula 40.0000 V ns
v(0) +0.0 V: end flux ideal 40.0000, exponential kinetics 5.73 V ns
v(0) +0.5 V: end flux ideal 40.0000, exponential kinetics 24.58 V ns
v(0) -0.5 V: end flux ideal 40.0000, exponential kinetics 23.83 V ns
Voltage scale of exponential kinetics 0.25 V
Largest flux on the way, v(0)=0: 73.45 V ns
Largest voltage, v(0)=0: 0.811 V
Memductance at start 0.0671 mS
Memductance at selected point 0.9383 mS
Resistance at start 14.91 kOhm
Resistance at selected point 1.066 kOhm
Memristor charge change 43.699 pC
Stored energy, v(0)=0: 50.000 pJ
Dissipated energy, v(0)=0: 50.000 pJ
Charge-state run: flux swing 133.41 V ns
Charge-state run: drift of difference 1.3e-08 V ns
Bound: epsilon 1.667e-04 per ns, delta 0.0167
Eigenvalue real part -0.004691 per ns
Eigenvalue imaginary part 0.008831 rad/ns
Amplitude decay time 213.2 ns
Reset by +1.0 mA: end flux -60.0000 V ns
Emf pulse -0.5 V for 200 ns: end flux -60.0000 V ns
Current pulse 1.0 mA for 200 ns: flux change at pulse end 85.43 V ns
Current pulse: final flux 40.0000 V ns
Active case: g 0.1 mS, phi_a 30 V ns
Active, selected 0 V ns: amplitude 60.00 V ns
Active, selected 60 V ns: end flux 60.0000 V ns
Coil 5 Ohm: end-flux shift -0.217 V ns
Lead 50 Ohm: end-flux shift -2.087 V ns
Coil and lead together: shift -2.286 V ns
Peak memristor power, v(0)=0: 0.454 mW
Rough thermal resistance 1000 K/mW
Steady heating at peak power 454 K
Thermal flux spread at 300 K: 6.44e-04 V ns
PASS
```
